# Förster decay of an excited defect among randomly placed acceptors

**Result.** A donor defect is excited at \(t=0\). Without acceptors its excited state has lifetime \(\tau\). Static acceptors of number density \(n\) are placed independently and uniformly around it, and each takes the energy irreversibly at the rate \((1/\tau)(R_0/r)^6\). Averaged over placements, the donor is still excited at time \(t\) with probability

\[
S(t)=e^{-t/\tau}\,e^{-A\sqrt{t/\tau}},\qquad A=\tfrac43\pi^{3/2}nR_0^3. \tag{1}
\]

The second factor is the Förster decay factor. With \(R_0\) defined for orientation-averaged dipoles, (1) holds when every pair has that averaged rate. Defects in a crystal do not rotate. For the fixed linear and paired dipoles treated below, \(A\) is smaller by a factor found there. If both partners act through three equal perpendicular dipoles, every pair has the averaged rate and \(A\) is unchanged. SI units are used throughout.

## One donor and one acceptor

**Coupling.** Let \(\mathbf r=r\hat{\mathbf r}\) run from donor to acceptor, and let \(\mathbf x,\mathbf y\) be charge positions measured from the two centres. With \(\mathbf u=\mathbf y-\mathbf x\), the Coulomb kernel is

\[
\frac1{|\mathbf r+\mathbf u|}=\frac1r-\frac{\hat{\mathbf r}\cdot\mathbf u}{r^2}+\frac{3(\hat{\mathbf r}\cdot\mathbf u)^2-u^2}{2r^3}+\dots
\]

A transition charge density integrates to zero because the initial and final electronic states are orthogonal. A term survives only if it contains both \(\mathbf x\) and \(\mathbf y\). To this order these are \(-2(\hat{\mathbf r}\cdot\mathbf x)(\hat{\mathbf r}\cdot\mathbf y)\) from the first square and \(-2\mathbf x\cdot\mathbf y\) from the second. Integration turns \(\mathbf x,\mathbf y\) into the transition dipoles \(\mu_D\mathbf d\) and \(\mu_A\mathbf a\), with unit vectors \(\mathbf d,\mathbf a\):

\[
V=\frac{\kappa\,\mu_D\mu_A}{4\pi\varepsilon_0n_r^2r^3},\qquad
\kappa=\mathbf d\cdot\mathbf a-3(\mathbf d\cdot\hat{\mathbf r})(\mathbf a\cdot\hat{\mathbf r}).
\]

The host screens by \(n_r^2\), its permittivity at optical frequency. The expansion requires \(r\) to be large compared with the defects.

**Rate.** Vibrations broaden both transitions. Let \(g_D(E)\) be the normalized distribution of energy the donor can release and \(g_A(E)\) that of energy the acceptor can take up, with dipoles independent of the nuclear positions. The golden rule contains \(\delta(E-E')\) between the two energies, so

\[
w=\frac{2\pi}{\hbar}|V|^2\int g_D(E)g_A(E)\,dE. \tag{2}
\]

This needs \(\hbar w\) small against the line widths, and an acceptor that relaxes before it can return the energy. I tested (2) by diagonalizing one initial state coupled to final levels 4 meV apart, using the Gaussian bands of the example below and \(\hbar w=1\) meV, at times too short for the level spacing to show. The golden-rule rate was 1.0010 times the rate of the exact dynamics.

## Replacing dipoles by spectra

Dipoles are awkward to measure; spectra are not. Let \(f(E)\) be the donor's photon-number spectrum with \(\int f\,dE=1\), and \(\Gamma_{\rm rad}\) its radiative rate.

**Emission.** In a host of volume \(\Omega\) without dispersion, one photon mode gives a squared coupling \(|\boldsymbol\mu_D\cdot\mathbf e|^2E/(2\varepsilon_0n_r^2\Omega)\), where \(\mathbf e\) is its polarization. Summed over two polarizations and averaged over directions, \(|\boldsymbol\mu_D\cdot\mathbf e|^2\) becomes \(\tfrac23\mu_D^2\). The mode density per polarization is \(\Omega n_r^3E^2/(2\pi^2\hbar^3c^3)\). Hence

\[
\Gamma_{\rm rad}f=\frac{2\pi}{\hbar}\,\frac{2\mu_D^2}{3}\,\frac{E}{2\varepsilon_0n_r^2\Omega}\,\frac{\Omega n_r^3E^2}{2\pi^2\hbar^3c^3}\,g_D
=\frac{n_rE^3\mu_D^2g_D}{3\pi\varepsilon_0\hbar^4c^3}.
\]

**Absorption.** A wave of field amplitude \(F\) has intensity \(I=\tfrac12\varepsilon_0cn_rF^2\). Its resonant half couples with \(\boldsymbol\mu_A\cdot\mathbf F/2\), whose square averages to \(\mu_A^2F^2/12\) over orientations. The cross-section is absorbed power over intensity:

\[
\sigma=\frac{E}{I}\,\frac{2\pi}{\hbar}\,\frac{\mu_A^2F^2}{12}\,g_A=\frac{\pi E\mu_A^2g_A}{3\varepsilon_0\hbar cn_r}.
\]

**Elimination.** Solving both relations for the dipoles and multiplying,

\[
\mu_D^2g_D\,\mu_A^2g_A=\frac{3\pi\varepsilon_0\hbar^4c^3\Gamma_{\rm rad}f}{n_rE^3}\cdot\frac{3\varepsilon_0\hbar cn_r\sigma}{\pi E}
=\frac{9\varepsilon_0^2\hbar^5c^4\,\Gamma_{\rm rad}f\sigma}{E^4}.
\]

Insert this in (2), where \(|V|^2\) supplies \(\kappa^2/(16\pi^2\varepsilon_0^2n_r^4r^6)\), and write \(\Gamma_{\rm rad}=\eta/\tau\) with quantum yield \(\eta\):

\[
w=\frac1\tau\left(\frac{R_0}{r}\right)^6,\qquad
R_0^6=\frac{9\kappa^2\eta}{8\pi n_r^4}\int f\sigma\left(\frac{\hbar c}{E}\right)^4dE. \tag{3}
\]

A local-field factor on either dipole enters \(V\) and the corresponding spectrum alike, so it cancels if the spectra refer to the host.

**Orientation average.** Write \(\kappa=\mathbf a\cdot\mathbf v\) with \(\mathbf v=\mathbf d-3(\mathbf d\cdot\hat{\mathbf r})\hat{\mathbf r}\). Then \(v^2=1+3\cos^2\theta\), where \(\theta\) is the angle between \(\mathbf d\) and \(\hat{\mathbf r}\). Averaging over \(\mathbf a\) gives \(v^2/3\); averaging over \(\hat{\mathbf r}\) with \(\langle\cos^2\theta\rangle=\tfrac13\) gives \(\langle\kappa^2\rangle=\tfrac23\). From here on \(R_0\) means (3) with this value.

**Limit: a classical dipole.** The prefactor also follows without quantum mechanics. An oscillating dipole with wave number \(k=n_rE/(\hbar c)\) has field components proportional to

\[
F_r=2\cos\theta\left(\frac1{r^3}-\frac{ik}{r^2}\right),\qquad
F_\theta=\sin\theta\left(\frac1{r^3}-\frac{ik}{r^2}-\frac{k^2}{r}\right).
\]

With \(\langle\cos^2\theta\rangle=\tfrac13\) and \(\langle\sin^2\theta\rangle=\tfrac23\), the mean square is

\[
\langle|F|^2\rangle=\frac2{r^6}\left[1+\frac{(kr)^2}{3}+\frac{(kr)^4}{3}\right]. \tag{4}
\]

An absorber takes up \(\sigma\) times \(\tfrac12\varepsilon_0cn_r\langle|F|^2\rangle\). The radiated power is the same expression with \(\sigma\) replaced by \(4\pi R^2\) and the field taken at large \(R\), where \(\langle|F|^2\rangle\to2k^4/(3R^2)\). For \(kr\ll1\) the ratio is

\[
\frac{w}{\Gamma_{\rm rad}}=\frac{2\sigma/r^6}{8\pi k^4/3}=\frac{3\sigma}{4\pi k^4r^6},
\]

which is (3) for a narrow line and \(\kappa^2=\tfrac23\).

**Limit: a single pair.** With one acceptor the donor decays exponentially at the rate \(1/\tau+w\), and transfer wins with probability \(w/(w+1/\tau)=1/[1+(r/R_0)^6]\). At \(r=R_0\) this is one half, which gives \(R_0\) its meaning.

## Many acceptors

For acceptors at fixed distances \(r_j\), transfers to different acceptors end in different states, so their golden-rule rates add. One donor therefore survives with probability \(e^{-t/\tau}\prod_je^{-w(r_j)t}\). An ensemble of donors samples many arrangements, and the probability itself must be averaged.

Put \(N\) acceptors independently and uniformly in a volume \(\Omega\). The average of the product is the product of equal averages:

\[
\left[\frac1\Omega\int e^{-wt}\,d^3r\right]^N=\left[1-\frac J\Omega\right]^N,\qquad J=\int(1-e^{-wt})\,d^3r.
\]

The integral \(J\) stays finite as \(\Omega\) grows, because its integrand falls as \(r^{-6}\). With \(N=n\Omega\) and \(\Omega\to\infty\) the bracket tends to \(e^{-nJ}\).

Now set \(s=t/\tau\) and \(v=r^3/(R_0^3\sqrt s)\). Then \(4\pi r^2dr=\tfrac{4\pi}3R_0^3\sqrt s\,dv\) and \(wt=s(R_0/r)^6=1/v^2\), so

\[
J=\frac{4\pi}3R_0^3\sqrt s\int_0^\infty(1-e^{-1/v^2})\,dv.
\]

The substitution \(u=1/v\), followed by integration by parts, gives

\[
\int_0^\infty\frac{1-e^{-u^2}}{u^2}du=\left[-\frac{1-e^{-u^2}}u\right]_0^\infty+2\int_0^\infty e^{-u^2}du=\sqrt\pi .
\]

The boundary term vanishes at both ends: the numerator behaves as \(u^2\) near zero and is bounded at infinity. Hence \(nJ=\tfrac43\pi^{3/2}nR_0^3\sqrt s\), which is (1).

The square root has a direct reading. At time \(t\), a donor with an acceptor at \(wt>1\), that is at \(r<R_0(t/\tau)^{1/6}\), has probably lost its energy. The volume of that sphere grows as \(\sqrt t\), and the exponent counts the acceptors inside it, apart from a numerical factor.

**Test by random placement.** I drew acceptors for 20 000 donors at \(nR_0^3=0.1\), in a sphere of radius \(6R_0\), and averaged the survival. At \(t=\tau\) the transfer factor was \(0.4766\pm0.0025\) (standard error), against 0.4759 from (1).

## Short times and total yield

The decay rate of the averaged signal is

\[
-\frac{d\ln S}{dt}=\frac1\tau+\frac{A}{2\sqrt{t\tau}},
\]

which diverges at \(t\to0\). The divergence comes from acceptors arbitrarily close to the donor. With a closest distance \(r_m\), the exponent becomes \(n\int_{r_m}^\infty4\pi r^2(1-e^{-wt})dr\). There are two regimes.

1. For \(t\ll\tau(r_m/R_0)^6\), \(wt\) is small everywhere and \(1-e^{-wt}\approx wt\). The exponent is linear in time, with the finite rate
\[
\frac n\tau\int_{r_m}^\infty4\pi r^2\frac{R_0^6}{r^6}dr=\frac{4\pi nR_0^6}{3\tau r_m^3}.
\]
2. For \(t\gg\tau(r_m/R_0)^6\), the missing sphere would have contributed \(1-e^{-wt}\approx1\) throughout. The exponent is \(A\sqrt{t/\tau}-\tfrac{4\pi}3nr_m^3\), and the square-root law holds up to a constant.

The first rate is also what averaging the rates, rather than the survival, would give at all times. It diverges as \(r_m\to0\).

**Yield.** The donor's emission relative to that without acceptors is \(Q=\int_0^\infty e^{-s-A\sqrt s}ds\). With \(s=u^2\) this is \(\int_0^\infty2u\,e^{-u^2-Au}du\). Since \((2u+A)e^{-u^2-Au}\) is minus the derivative of \(e^{-u^2-Au}\), its integral is 1. Subtracting the part with \(A\) and completing the square,

\[
Q=1-A\,e^{A^2/4}\int_0^\infty e^{-(u+A/2)^2}du=1-\frac{\sqrt\pi}2A\,e^{A^2/4}\,\mathrm{erfc}\frac A2. \tag{5}
\]

For dilute acceptors the transfer efficiency \(1-Q\) starts as \(\sqrt\pi A/2\), linear in density. For \(A\gg1\), \(s\) in the exponent is negligible and \(Q\to\int_0^\infty e^{-A\sqrt s}ds=2/A^2\).

## Frozen dipoles

For a frozen pair the rate is \(q\,w(r)\) with \(q=\tfrac32\kappa^2\). The factor \(q\) depends on directions but not on distance. At fixed directions the radial integral is the earlier one with \(s\) replaced by \(qs\), which multiplies it by \(\sqrt q\). The average over directions comes last:

\[
A_{\rm frozen}=A\,\langle\sqrt q\rangle=A\,\frac{\langle\sqrt{\kappa^2}\rangle}{\sqrt{2/3}}.
\]

If the directions are distributed so that \(\langle\kappa^2\rangle=\tfrac23\), as in both cases below, then \(\langle\sqrt q\rangle^2\le\langle q\rangle=1\), and freezing cannot increase \(A\) at fixed \(R_0\). A favourably oriented acceptor is emptied into sooner, but this does not make up for the unfavourable ones.

**Isotropic linear dipoles.** Let \(\alpha\) be the angle between \(\mathbf a\) and \(\mathbf v\), so that \(|\kappa|=v|\cos\alpha|\) and \(\langle|\cos\alpha|\rangle=\tfrac12\). Then

\[
\langle|\kappa|\rangle=\frac12\int_0^1\sqrt{1+3x^2}\,dx=\frac12\left[1+\frac{\ln(2+\sqrt3)}{2\sqrt3}\right]=0.6901,
\]

where the antiderivative is \(\tfrac x2\sqrt{1+3x^2}+\operatorname{arsinh}(\sqrt3x)/(2\sqrt3)\). Thus \(A\) is multiplied by 0.8452. The random placements above, now with frozen acceptor dipoles, gave \(0.5383\pm0.0025\) at \(t=\tau\), against 0.5339 predicted. The difference is 1.8 standard errors; in the finite sphere used, the prediction rises to 0.5350, which leaves 1.3.

**A pair of acceptor dipoles.** Some defects absorb through two equal dipoles perpendicular to a symmetry axis \(\mathbf b\). Each carries half the strength, and the two rates add: \(\kappa^2=\tfrac12[v^2-(\mathbf v\cdot\mathbf b)^2]\). For the four \(\langle111\rangle\) axes of a cubic crystal the mean of \((\mathbf v\cdot\mathbf b)^2\) is \(v^2/3\), so \(\langle\kappa^2\rangle\) is again \(\tfrac23\). For a donor dipole along [110], angular quadrature gives \(\langle\sqrt q\rangle=0.9388\). Two absorbing directions leave fewer dark orientations than one.

## Worked example: green-emitting centres in diamond

The donor resembles the H3 centre and the acceptor the negative nitrogen-vacancy centre. The inputs are rough typical values, with Gaussian bands:

- host: \(n_r=2.4\), lattice constant 0.357 nm
- donor: \(\tau=16\) ns, \(\eta=0.95\), emission centred at 2.35 eV with standard deviation 0.10 eV
- acceptor: absorption centred at 2.20 eV with standard deviation 0.13 eV, peak cross-section \(3\times10^{-17}\) cm², 10 ppm of lattice sites

**Density.** Diamond has 8 sites per cubic cell, so \(n=10^{-5}\times8/(0.357\ \text{nm})^3=1.758\times10^{-3}\) nm⁻³, or \(1.76\times10^{18}\) cm⁻³.

**Förster radius.** The emission-weighted cross-section is \(1.565\times10^{-3}\) nm². Taking \(\hbar c/E=84.0\) nm at the emission centre gives the estimate

\[
R_0^6\approx\frac{3\times0.95}{4\pi\times2.4^4}\,(84.0)^4\,(1.565\times10^{-3})\approx530\ \text{nm}^6 .
\]

The full integral, summed on a 4 meV grid, gives 592.6 nm⁶. It is larger because the product \(f\sigma\) peaks near 2.29 eV, below the emission centre, where \(E^{-4}\) is about 10% greater. Thus \(R_0=2.90\) nm and \(R_0^3=24.34\) nm³.

**Decay.** \(A=7.424\times1.758\times10^{-3}\times24.34=0.318\).

| \(t\) (ns) | \(e^{-t/\tau}\) | Förster factor | \(S\) |
|---|---|---|---|
| 1 | 0.939 | 0.924 | 0.868 |
| 16 | 0.368 | 0.728 | 0.268 |
| 48 | 0.050 | 0.577 | 0.029 |

At 1 ns transfer has removed more than the donor's own decay; by 16 ns the order is reversed. The 1/e time solves \(s+A\sqrt s=1\), so \(\sqrt s=(-A+\sqrt{A^2+4})/2=0.854\) and \(t=11.7\) ns. Equation (5) gives \(Q=0.763\), a transfer efficiency of 23.7%.

**Crystal sites and frozen dipoles.** If each site is occupied with probability \(p\), the average is \(\prod_j[1-p(1-e^{-w_jt})]\). I summed its logarithm over diamond sites within 10 nm and added the continuum tail. At \(t=\tau\) the averaged dipoles give an exponent of 0.3178, so discreteness is invisible here. The frozen [110] donor and \(\langle111\rangle\) acceptors give 0.2983. Extending the cutoff from 8 to 10 nm shifts either value by less than \(10^{-5}\). Freezing thus lowers \(A\) by 6%, moves the 1/e time to 11.9 ns and the efficiency to 22.5%. These are the better values for the crystal.

## What the example neglects

**Close pairs.** Excluding acceptors within 1 nm lowers the exponent at \(t=\tau\) from 0.318 to 0.310, as \(\tfrac{4\pi}3nr_m^3=0.007\) requires. The initial transfer rate becomes 0.273 ns⁻¹, and the crossover time \(\tau(r_m/R_0)^6\) is 27 ps. This is also the transfer time at 1 nm. For an assumed acceptor relaxation time of 1 ps, relaxation and transfer become equally fast at 0.58 nm, so the rate model has failed by that distance. At about 1 nm and below, the point-dipole coupling and the bulk screening by \(n_r^2\) are uncertain too, so these close-pair rates and times are only rough sizes.

**Retardation.** At \(R_0\), \(kr=0.083\), and (4) raises the rate by 0.23%. The last term of (4) describes photons absorbed after emission. In a weakly absorbing host these do not shorten the donor's life, but they alter the collected light once photon paths inside the crystal approach the absorption length \(1/(n\bar\sigma)=0.36\) mm, where \(\bar\sigma\) is the emission-weighted cross-section. A thin sample does not guarantee short paths: in a polished diamond plate in air, total internal reflection keeps about 90% of the light from leaving through the two faces, so the width of the plate matters too. Acceptor emission excited by such photons must not be counted as Förster transfer.

**Donor-donor hopping.** The donor dipole inferred from \(\tau\) is 0.071 e nm. With an absorption band mirrored about a zero-phonon energy of 2.46 eV, the donor-donor radius is 2.2 nm. At 0.1 ppm donors the corresponding coefficient is 0.0014, small against \(A\). This value rests on band tails: mirroring the line shape \(g_D\) instead of \(f\) gives 0.0013, and narrowing the donor bands to 0.075 eV as well gives about 0.0010. It grows in proportion to donor density.

**Back-transfer.** With an acceptor zero-phonon energy of 1.95 eV, the Boltzmann factor for returning the energy at 300 K is \(3\times10^{-9}\). The Gaussian bands do not obey detailed balance at this temperature: mirrored about the zero-phonon energies, they give a back-to-forward overlap ratio near \(10^{-6}\). Back-transfer is negligible by either estimate.

**Spectral inputs.** These matter more. A cross-section 30% larger raises \(A\) to 0.362, since \(A\propto\sqrt\sigma\). Moving the donor band up by 0.03 eV, with all else fixed, lowers it to 0.285. The cross-section may be off by far more than 30%. If \(3\times10^{-17}\) cm² is the value at 532 nm rather than at the band peak, \(A=0.41\). Peak values of \(1\times10^{-17}\) and \(9.5\times10^{-17}\) cm² give 0.18 and 0.57. The digits of \(A\) therefore describe the model; for a sample even the first digit depends on measured spectra.

**Beside real diamond.** An acceptor concentration of 10 ppm is high for nitrogen-vacancy centres; at 1 ppm \(A\) would be 0.032 and the effect slight. Real crystals also contain other defects, such as isolated nitrogen, that may quench the donor. If they are randomly placed and act by the same dipole law, their coefficients add to \(A\); their size is not estimated here. The assumption of uniform placement can fail too, because defects may form in correlated positions. If the acceptor density within about \(2R_0\) of a donor is raised by a constant factor, \(A\) rises by about that factor at times near \(\tau\). A fitted \(A\) then measures this local density, not the crystal average.

Numerical values quoted here were computed with a short program.
